# Gap and local modes of a light impurity in a diatomic chain

## First derivation: matching decaying vibrations at the impurity

Consider a chain of alternating silicon and carbon atoms joined by equal springs, with the springs set so that the highest vibration of the perfect chain lies at 970 cm⁻¹. This chain carries travelling waves up to 531.3 cm⁻¹ and again from 811.6 to 970 cm⁻¹. Replace one silicon atom by boron-11, leaving the springs alone, and two new vibrations appear outside these bands, at 591.3 and 1096.9 cm⁻¹. A boron atom between two neighbours held still would vibrate at one frequency, $531.3\sqrt{28/11}\approx 848$ cm⁻¹, and neither of the two is close to it. One changed mass has produced two localized modes, one on each side of the simple estimate.

### The model and its units

The heavy atoms have mass $M$ and the light ones mass $m<M$. Each atom is joined to its two neighbours by springs of constant $K$, and moves along the chain. All forces are harmonic and the chain is infinite. Heavy atom $n$ has displacement $u_n$, and the light atom between heavy atoms $n$ and $n+1$ has displacement $v_{n+1/2}$. In a vibration of angular frequency $\omega$ every acceleration is $-\omega^2$ times the displacement, so Newton's equations for the perfect chain are

$$M\omega^2u_n=K(2u_n-v_{n-1/2}-v_{n+1/2}),$$
$$m\omega^2v_{n+1/2}=K(2v_{n+1/2}-u_n-u_{n+1}).$$

Measure the squared frequency and the masses by

$$y=\frac{M\omega^2}{2K},\qquad r=\frac Mm>1 .$$

Then $m\omega^2/(2K)=y/r$. Dividing both equations by $2K$ and collecting terms gives

$$(1-y)u_n=\tfrac12(v_{n-1/2}+v_{n+1/2}),\qquad \left(1-\frac yr\right)v_{n+1/2}=\tfrac12(u_n+u_{n+1}).$$

### Bands and decaying solutions of the perfect chain

Multiply the heavy-atom equation by $1-y/r$ and replace each product $(1-y/r)v$ by means of the light-atom equation:

$$(1-y)\left(1-\frac yr\right)u_n=\tfrac14(u_{n-1}+2u_n+u_{n+1}).$$

This recursion has solutions $u_n\propto z^n$, where $z$ is the factor by which the displacement changes from one cell to the next. Inserting this form and multiplying by 4 gives

$$P\equiv4(1-y)\left(1-\frac yr\right)=2+z+\frac1z. \tag{1}$$

A travelling wave has $z=e^{i\theta}$ with real $\theta$, so that $P=2+2\cos\theta$ lies between 0 and 4. The lower limit, $P=0$, is reached at $y=1$ and $y=r$. For the upper limit, expand

$$P-4=4\left(-y-\frac yr+\frac{y^2}{r}\right)=\frac{4y}{r}(y-1-r), \tag{2}$$

which vanishes at $y=0$ and $y=1+r$. The bands are therefore

$$0\le y\le1\quad\text{(acoustic)},\qquad r\le y\le1+r\quad\text{(optical)}.$$

In the gap, $1<y<r$, the product in equation (1) is negative. Then $z+1/z<-2$, which makes $z$ real and negative: the heavy atoms reverse direction from cell to cell while their amplitude changes. Above the optical band $P>4$, so $z+1/z>2$ and $z$ is real and positive. In both windows the two solutions are reciprocals of each other, one decaying to the right and one growing.

### The equation of the impurity

Now give heavy atom $0$ the mass $M'$, with $0<M'<M$, and define

$$\varepsilon=1-\frac{M'}M,\qquad 0<\varepsilon<1 .$$

The springs keep the value $K$. For $n\ge1$ the recursion is that of the perfect chain, so a vibration that dies out to the right must be $u_n=u_0z^n$ with $|z|<1$. The same argument on the left gives

$$u_n=u_0z^{|n|}.$$

If $u_0$ were zero, every heavy atom would be at rest, and so would every light atom as long as $y\ne r$. Hence a localized mode must move the impurity.

The value $y=r$ needs separate treatment, because the elimination then multiplied an equation by zero. There the light-atom equations demand $u_{n+1}=-u_n$ throughout, which decays only if all $u_n$ vanish. The heavy-atom equations then demand $v_{n+1/2}=-v_{n-1/2}$, which again does not decay. No localized mode lies at $y=r$. Nor is there one elsewhere in the bands, where $|z|=1$ and the recursion has no decaying solution.

For the impurity, $M'\omega^2/(2K)=(1-\varepsilon)y$. Its equation, and that of the light atom on either side, are

$$[1-(1-\varepsilon)y]u_0=\tfrac12(v_{-1/2}+v_{1/2}),\qquad \left(1-\frac yr\right)v_{\pm1/2}=\tfrac12(1+z)u_0 .$$

Multiplying the first by $4(1-y/r)$ and using the second gives

$$4\left(1-\frac yr\right)[1-(1-\varepsilon)y]=2+2z. \tag{3}$$

Subtract equation (1) from equation (3). On the left the square bracket minus $(1-y)$ leaves $\varepsilon y$; on the right $2+2z-2-z-1/z$ leaves $z-1/z$:

$$4\varepsilon y\left(1-\frac yr\right)=z-\frac1z. \tag{4}$$

The sign of equation (4) decides which impurities bind a vibration. In the gap, $1-y/r>0$, and a decaying solution with $-1<z<0$ has $z-1/z=1/|z|-|z|>0$. Above the optical band, $1-y/r<0$, and $0<z<1$ gives $z-1/z<0$. Both cases require $\varepsilon>0$. A heavier atom on the heavy sublattice, with $\varepsilon<0$, satisfies the condition in neither window.

The sublattice matters as well. If the substituted site belongs to the light sublattice, the same equations hold with $M$ denoting the lighter host mass, so $r<1$ and the gap is $r<y<1$. In this gap $1-y/r$ is negative while $z-1/z$ is still positive, so a lighter impurity there has no gap mode.

### Solving for the frequencies

Squaring equation (4) removes $z$, since by equation (1)

$$\left(z-\frac1z\right)^2=\left(z+\frac1z\right)^2-4=(P-2)^2-4=P(P-4).$$

With equations (1) and (2) this becomes

$$16\varepsilon^2y^2\left(1-\frac yr\right)^2=4(1-y)\left(1-\frac yr\right)\frac{4y}{r}(y-1-r).$$

Neither $y$ nor $1-y/r$ vanishes in the two windows. Divide by $16y(1-y/r)$, multiply by $r$, and reverse the sign of both sides:

$$\varepsilon^2y(y-r)=(y-1)(y-1-r). \tag{5}$$

Let $f(y)=(y-1)(y-1-r)-\varepsilon^2y(y-r)$ and $s=1-\varepsilon^2$. The coefficient of $y$ in $f$ is $-(2+r)+\varepsilon^2r=-(2+rs)$, so

$$f(y)=sy^2-(2+rs)y+(1+r)=0 .$$

The discriminant is

$$(2+rs)^2-4s(1+r)=4+4rs+r^2s^2-4s-4rs=r^2s^2+4\varepsilon^2,$$

where $1-s=\varepsilon^2$ was used in the last step. Thus

$$y_\pm=\frac{2+rs\pm\sqrt{r^2s^2+4\varepsilon^2}}{2s}. \tag{6}$$

The factored form of $f$ locates these roots without evaluating them:

$$f(1)=\varepsilon^2(r-1)>0,\qquad f(r)=-(r-1)<0,\qquad f(1+r)=-\varepsilon^2(1+r)<0 .$$

Since $s>0$, $f$ is positive at large $y$. One root therefore lies in the gap and the other above the optical band. Squaring has not added a false solution: at each root the decaying $z$ of equation (1) satisfies equation (4) up to a sign, and for $\varepsilon>0$ the signs have been shown to agree. Every lighter atom on the heavy sublattice of this chain thus has one gap mode and one upper mode, however small the mass change.

### Why there are two modes

Dividing the impurity's own equation by $u_0$ gives

$$(1-\varepsilon)y=1-\frac{v_{1/2}}{u_0},\qquad\text{or}\qquad M'\omega^2=2K\left(1-\frac{v_{1/2}}{u_0}\right).$$

The restoring force depends on how the neighbours move. The light-atom equation fixes their motion:

$$\frac{v_{1/2}}{u_0}=\frac{r(1+z)}{2(r-y)}. \tag{7}$$

As $1+z$ is positive, the neighbours move with the impurity below $y=r$ and against it above. Motion in phase stretches the springs less and lowers the frequency; motion in antiphase stretches them more and raises it.

For boron-11, $r=28/12=2.3333$, $\varepsilon=17/28=0.6071$ and $s=0.6314$. The square root in equation (6) is 1.909, so

$$y_-=\frac{3.473-1.909}{1.263}=1.239,\qquad y_+=\frac{3.473+1.909}{1.263}=4.262 .$$

The displacement ratios from equation (7) are $0.513$ and $-0.675$. The first reduces the restoring force to about half its value for fixed neighbours, and the second increases it by about two thirds. This is why the two frequencies lie on opposite sides of 848 cm⁻¹.

The factors per cell are $z=-0.518$ and $z=0.115$. The gap mode loses about half its amplitude from one heavy atom to the next, and the upper mode nearly nine tenths.

### Weak and strong mass changes

For small $\varepsilon$, put $y=1+\delta$ in equation (5). To leading order the right side is $-r\delta$ and the left side is $-\varepsilon^2(r-1)$. Near the optical top, $y=1+r+\delta$ gives $r\delta=\varepsilon^2(1+r)$. Hence

$$y_-\approx1+\varepsilon^2\frac{r-1}{r},\qquad y_+\approx(1+r)\left(1+\frac{\varepsilon^2}{r}\right).$$

Both modes leave their bands quadratically in the mass change. When $r\to1$ the gap closes and the gap mode disappears with it.

At fixed $y$ in the gap, $-\varepsilon^2y(y-r)$ is positive and grows with $\varepsilon$. It raises $f$, which is falling as it passes through $y_-$, and so moves this root upward. The limit $\varepsilon\to1$ is then a ceiling. To take it without dividing zero by zero, use the product of the roots, $(1+r)/s$:

$$y_-=\frac{2(1+r)}{2+rs+\sqrt{r^2s^2+4\varepsilon^2}}\longrightarrow\frac{1+r}2 .$$

This is the middle of the gap in squared frequency, at 685.9 cm⁻¹ in the example. A nearly massless impurity moves together with its two neighbours, so its springs are hardly stretched and each half of the chain vibrates as if it ended in a free light atom. The upper mode has no ceiling: $y_+\to2/s\approx1/(1-\varepsilon)$, or $\omega^2\approx2K/M'$, the frequency of a very light atom between neighbours too heavy to follow it.

## Second derivation: the response of the perfect chain

The symbols carried over are these. The host masses are $M$ and $m$, with $r=M/m>1$; all springs are $K$; the atom at heavy site 0 has mass $M'$, with $\varepsilon=1-M'/M$ between 0 and 1; and $y=M\omega^2/(2K)$. Host waves occupy $0\le y\le1$ and $r\le y\le1+r$. Matching gave the frequencies as the roots of

$$\varepsilon^2y(y-r)=(y-1)(y-1-r),$$

namely $y_\pm=[2+rs\pm R]/(2s)$, with $s=1-\varepsilon^2$ and $R=\sqrt{r^2s^2+4\varepsilon^2}$. The same equation will now be obtained from the perfect chain's response to a force on one atom, without assuming a decaying form for the displacement.

### The missing mass as a force

The impurity obeys $M'\omega^2u_0=K(2u_0-v_{-1/2}-v_{1/2})$. Add $(M-M')\omega^2u_0=\varepsilon M\omega^2u_0$ to both sides. All heavy atoms then obey one formula,

$$M\omega^2u_n-K(2u_n-v_{n-1/2}-v_{n+1/2})=\varepsilon M\omega^2u_0\,\delta_{n0},$$

and the light atoms keep their host equation. The impurity acts as a source placed in a perfect chain, with a strength proportional to the displacement it produces. A localized mode is a vibration that sustains its own source.

Expand the displacements in waves,

$$u_n=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,U(\theta)e^{in\theta},\qquad v_{n+1/2}=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,V(\theta)e^{i(n+1/2)\theta}.$$

A source on one site has equal weight at every $\theta$. The sum of two neighbours contributes the factor $e^{i\theta/2}+e^{-i\theta/2}=2c$, with $c=\cos(\theta/2)$. After division by $2K$, and with $\varepsilon M\omega^2u_0/(2K)=\varepsilon yu_0$, the equations are

$$(y-1)U+cV=\varepsilon yu_0,\qquad\left(\frac yr-1\right)V+cU=0 .$$

The second gives $V=rcU/(r-y)$. Substituting this in the first and multiplying by $y-r$ gives

$$U=\varepsilon yu_0\,\frac{y-r}{(y-1)(y-r)-rc^2}.$$

The displacement at site 0 is the average of $U$ over $\theta$. Requiring it to equal $u_0$, and dividing by $u_0$, gives

$$1=\varepsilon y\,g(y),\qquad g(y)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,\frac{y-r}{(y-1)(y-r)-rc^2}. \tag{8}$$

The function $g$ is the host's Green function at the heavy site, in dimensionless form.

### One solution in each window

The denominator in equation (8) is a quadratic in $y$ whose zeros are the host frequencies at that $\theta$: $Y_a\le1$ on the acoustic branch and $Y_o\ge r$ on the optical branch. Partial fractions give

$$\frac{y-r}{(y-Y_a)(y-Y_o)}=\frac{p_a}{y-Y_a}+\frac{p_o}{y-Y_o},\qquad p_a=\frac{r-Y_a}{Y_o-Y_a},\quad p_o=\frac{Y_o-r}{Y_o-Y_a}.$$

Both weights are non-negative and they add up to one. Each term contributes to $yg$ an amount

$$\frac{py}{y-Y}=p+\frac{pY}{y-Y},$$

whose derivative $-pY/(y-Y)^2$ is not positive. Averaged over the bands the derivative is negative, so $yg$ falls throughout each window outside the bands.

To evaluate $g$, use $c^2=(1+\cos\theta)/2$ and write the denominator as $A-B\cos\theta$, with $B=r/2$ and $A=(y-1)(y-r)-r/2$. For $A>B$, set $B/A=2t/(1+t^2)$ with $0<t<1$. Then

$$\frac1{A-B\cos\theta}=\frac{1+t^2}{A(1-t^2)}\,\frac{1-t^2}{1-2t\cos\theta+t^2}.$$

The last fraction is $1+2\sum_{k\ge1}t^k\cos k\theta$, whose average is one. Since $1-B^2/A^2=[(1-t^2)/(1+t^2)]^2$, the average of the whole expression is $1/\sqrt{A^2-B^2}$. For $A<-B$, shifting $\theta$ by $\pi$ gives the same result with a minus sign.

The quantity under the root factorizes:

$$A^2-B^2=(A+B)(A-B)=(y-1)(y-r)\,[(y-1)(y-r)-r]=(y-1)(y-r)\,y(y-1-r).$$

In the gap $A<-B$ and $y-r<0$; above the optical band $A>B$ and $y-r>0$. In both windows $g$ is positive, and

$$yg(y)=\sqrt{\frac{y(y-r)}{(y-1)(y-1-r)}}. \tag{9}$$

Through the gap this falls from infinity at $y=1$ to zero at $y=r$, and so takes the value $1/\varepsilon$ once. Above the optical band it falls from infinity at $y=1+r$ towards one, and again takes the value $1/\varepsilon>1$ once. A heavier impurity would need a negative value, which is absent from both windows. Setting $yg=1/\varepsilon$ and squaring equation (9) gives $\varepsilon^2y(y-r)=(y-1)(y-1-r)$, the equation found by matching.

A finite ring shows where the two modes come from. With 200 cells and the masses of the boron-11 example, diagonalization gives 199 modes in the acoustic range, one in the gap, 199 in the optical range and one above it. The perfect ring has 200 in each band, so each band has given up one mode.

### Isotope shift

Replacing boron-11 by boron-10 changes $M'$ and, in this model, nothing else. For any mode, $\omega^2$ is the ratio of $\sum_{ij}x_i\Phi_{ij}x_j$ to $\sum_jm_jx_j^2$, where $x_j$ are all the displacements, $m_j$ the masses and $\Phi_{ij}$ the force constants. This ratio is stationary under small changes of the $x_j$, so to first order only the explicit mass in the denominator counts:

$$\frac{d\ln\omega^2}{d\ln M'}=-w,\qquad w=\frac{M'u_0^2}{\sum_jm_jx_j^2}.$$

Here $w$ is the impurity's share of the kinetic energy. It follows from the quadratic $f=sy^2-(2+rs)y+1+r=0$. At the roots $\partial f/\partial y=2sy-2-rs=\pm R$, with the upper sign for the upper mode, and $\partial f/\partial s=y(y-r)$. Since $d\varepsilon=-dM'/M$, also $ds=-2\varepsilon\,d\varepsilon=2\varepsilon\,dM'/M$. Therefore

$$\frac{dy}{dM'}=-\frac{y(y-r)}{\pm R}\,\frac{2\varepsilon}{M},$$

and multiplication by $-M'/y$, with $M'/M=1-\varepsilon$, gives for both modes

$$w=\frac{2\varepsilon(1-\varepsilon)\,|r-y|}{R}.$$

### Numbers for boron in the SiC-like chain

Mass numbers serve as masses: 28, 12, 11 and 10 u. The optical top satisfies $\omega^2=2K(1/m+1/M)$, so 970 cm⁻¹ corresponds to $K=232.8$ N/m. A frequency in wavenumbers is $970\sqrt{y/(1+r)}=531.3\sqrt y$ cm⁻¹, which gives

$$531.3\sqrt{1.239}=591\ \text{cm}^{-1}\ (73.3\ \text{meV}),\qquad531.3\sqrt{4.262}=1097\ \text{cm}^{-1}\ (136.0\ \text{meV}).$$

With $2\varepsilon(1-\varepsilon)=0.477$ and $R=1.909$, the kinetic shares are

$$w_-=\frac{0.477\times1.095}{1.909}=0.27,\qquad w_+=\frac{0.477\times1.929}{1.909}=0.48 .$$

To first order, a mass lower by 1 u raises the frequency by the fraction $w/(2\times11)$, or 7.4 cm⁻¹ for the gap mode and 24.0 cm⁻¹ for the upper mode. The full formula, evaluated for both isotopes, gives 7.6 and 26.6 cm⁻¹. The upper mode shifts more because its frequency is higher and because boron carries more of its energy.

### What a real crystal changes

Silicon carbide is three-dimensional and polar. Its longitudinal and transverse optical vibrations at long wavelength lie at roughly 970 and 800 cm⁻¹, and one spring constant cannot reproduce both. Setting the chain's top to 800 cm⁻¹ scales all frequencies together and moves the two modes to 488 and 905 cm⁻¹. The chain's acoustic top, 531 cm⁻¹, is also low: the real acoustic branches reach somewhat above 600 cm⁻¹. A vibration near 591 cm⁻¹ could therefore overlap them, and the model does not decide whether boron in the real crystal has a sharp gap mode. The same holds for the upper mode: 1097 cm⁻¹ lies above the real optical vibrations, but 905 cm⁻¹ lies below their top near 970 cm⁻¹.

The springs around boron will also differ from those of the host. Changing both by 20 % at fixed masses gives the following values, where the main gap mode is the one in which boron moves:

| Springs at boron | Main gap mode | Upper mode |
|---|---:|---:|
| $0.8K$ | 581 cm⁻¹ | 1009 cm⁻¹ |
| $K$ | 591 cm⁻¹ | 1097 cm⁻¹ |
| $1.2K$ | 598 cm⁻¹ | 1184 cm⁻¹ |

The upper mode is far more sensitive, as expected from its antiphase motion, which stretches these two springs strongly. The 20 % is an assumed size, not a computed one, and a larger softening changes the picture: with $0.5K$ no mode remains above the optical band of the chain.

The harmonic assumption can be judged by the amplitude. A mode's mean energy is $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$; half of it is kinetic, and boron has the share $w$ of that half. Hence

$$\langle u_0^2\rangle=\frac{w\hbar}{2M'\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

At 300 K the rms amplitudes are 2.8 pm in the gap mode and 2.6 pm in the upper mode, about 1.5 % of a rough bond length of 190 pm. What matters for the forces is the stretch of the spring, $u_0-v_{1/2}$. With the ratios $0.513$ and $-0.675$ it is 1.4 pm (0.7 %) in the gap mode and 4.4 pm (2.3 %) in the upper mode. These are the contributions of the two localized modes alone; the band vibrations also move boron. In a one-dimensional chain at this temperature their contribution grows without limit as the chain is lengthened, because of the long acoustic waves. Those waves carry neighbouring atoms along almost together and hardly stretch the springs, so the total displacement is no measure of anharmonicity here. The stretch of a boron spring summed over all modes stays finite, at about 6 pm or 3 % of the bond length. These numbers are small, but they do not by themselves give the anharmonic frequency shift.

### What each derivation assumes

Both derivations assume harmonic forces, an otherwise perfect infinite chain, and unchanged springs. They differ in which of these assumptions is easy to give up.

Matching relies on the host having one decaying solution on each side. Springs to more distant neighbours can add further decaying solutions, and then more conditions are needed to join them. Second-neighbour springs on both sublattices, for example, give two decaying solutions on each side. Altered springs at the impurity, on the other hand, change only a few equations. Suppose these two springs are $K(1-\eta)$, and look for a mode with the impurity at rest and its neighbours moving oppositely. On the right let $v_{n+1/2}=vz^n$ for $n\ge0$ and $u_n=u_1z^{n-1}$ for $n\ge1$. The equations of the first light atom, the second light atom and the first heavy atom are

$$\left(2-\eta-\frac{2y}r\right)v=u_1,\qquad\left(2-\frac{2y}r\right)zv=(1+z)u_1,\qquad2(1-y)u_1=(1+z)v .$$

Multiplying the first by $z$ and subtracting it from the second gives $u_1=\eta zv$. The second and third then become

$$2\left(1-\frac yr\right)=\eta(1+z),\qquad2(1-y)\eta z=1+z .$$

Put $z=-q$. The second condition reads $2(y-1)\eta q=1-q$, with $y=r-r\eta(1-q)/2$ from the first. For $\eta>0$ the left side minus the right side is $-1$ at $q=0$ and $2(r-1)\eta>0$ at $q=1$, so there is a solution with $0<q<1$. It has $1<y<r$. Softer springs thus add a gap mode in which the impurity does not move. Whether the mode in which it does move also stays in the gap depends on the mass change and the softening. For boron with springs 20 % softer it does: the numerical chain with $0.8K$ has two gap modes, while that with $1.2K$ has one.

The response method relies on the defect being a change of mass at one site; altered springs would enlarge its single condition to a matrix over the impurity and its neighbours. It asks little of the host. In a cubic crystal the response at a site of tetrahedral symmetry is the same in all directions, so $1=\varepsilon yg(y)$ still holds, with $g$ averaged over the crystal's own vibrations.

This was evaluated for a zincblende lattice with nearest-neighbour forces. Each bond has a force-constant matrix with diagonal elements $\alpha$ and off-diagonal elements of size $\beta=0.5\alpha$, their signs following the bond direction, and $4\alpha=2K$ keeps the chain's band edges. With the same masses the modes lie at 599 and 1063 cm⁻¹, against 591 and 1097 cm⁻¹ in the chain.

The absence of a threshold does not carry over to the upper mode. Near the optical top the host frequencies fall below the edge by an amount proportional to $k^2$, where $k$ is the wavenumber. At the edge, $g$ contains $\int dk/k^2$ in one dimension, which diverges, but $\int k^2dk/k^2$ in three, which is finite. A finite $yg$ can match $1/\varepsilon$ only if $\varepsilon$ is large enough. For this lattice the upper mode requires $\varepsilon>0.30$, which boron satisfies with 0.61. No threshold was computed for the gap mode in three dimensions. The remaining values are in the numerical output.

## Calculated quantities

```
masses Si, C, 11B, 10B: 28, 12, 11, 10 u
mass ratio r: 2.3333
mass defect eps, 11B: 0.6071
s = 1 - eps^2, 11B: 0.6314
spring constant K: 232.8 N/m
acoustic top: 531.3 cm^-1
optical bottom: 811.6 cm^-1
optical top (input): 970.0 cm^-1
gap-mode ceiling for M' -> 0: 685.9 cm^-1
gap mode 11B, y: 1.2386
gap mode 11B: 591.3 cm^-1 = 73.3 meV
gap mode 10B: 598.9 cm^-1
gap mode isotope shift: 7.6 cm^-1
gap mode first-order isotope shift: 7.4 cm^-1
gap mode factor per cell z: -0.5183
gap mode light neighbour / boron displacement: 0.5134
gap mode boron kinetic share w: 0.2735
gap mode boron rms amplitude at 300 K: 2.82 pm
gap mode amplitude / bond length: 1.5 %
gap mode in 3D lattice: 598.6 cm^-1
gap mode if optical top is 800 cm^-1: 487.7 cm^-1
upper mode 11B, y: 4.2624
upper mode 11B: 1096.9 cm^-1 = 136.0 meV
upper mode 10B: 1123.5 cm^-1
upper mode isotope shift: 26.6 cm^-1
upper mode first-order isotope shift: 24.0 cm^-1
upper mode factor per cell z: 0.1153
upper mode light neighbour / boron displacement: -0.6745
upper mode boron kinetic share w: 0.4820
upper mode boron rms amplitude at 300 K: 2.61 pm
upper mode amplitude / bond length: 1.4 %
upper mode in 3D lattice: 1062.7 cm^-1
upper mode if optical top is 800 cm^-1: 904.6 cm^-1
bond length (rough input): 190 pm
3D force-constant ratio beta/alpha (input): 0.5
3D threshold eps for upper mode: 0.30
springs x 0.8: modes in gap 2, above 1
springs x 0.8: main gap mode 581.0 cm^-1
springs x 0.8: main upper mode 1008.5 cm^-1
springs x 1.2: modes in gap 1, above 1
springs x 1.2: main gap mode 597.6 cm^-1
springs x 1.2: main upper mode 1183.6 cm^-1
```
